# Polynomial exactness of the Methfessel-Paxton delta function and its use in metals: test program

```python
# Result under test: the Methfessel-Paxton function of order N,
#   D_N(x) = sum_{n=0..N} A_n H_2n(x) exp(-x^2),  A_n = (-1)^n/(n! 4^n sqrt(pi)),
# integrates polynomials of degree <= 2N+1 as a delta function does.
# Even moments (m >= 1): (-1)^N binom(m-1,N) (2m)!/(4^m m!).
# Symbols: sigma = smearing width, mu = Fermi level, t = hopping (eV),
# g = density of states per eV, per cell and per spin.
import numpy as np
from math import factorial, comb, pi, sqrt, exp
from numpy.polynomial import hermite, Chebyshev
from scipy.integrate import quad
from scipy.special import ellipkm1, gamma
from scipy import constants


def hermite_coefficients(N):
    c = np.zeros(2 * N + 1)
    for n in range(N + 1):
        c[2 * n] = (-1) ** n / (factorial(n) * 4 ** n * sqrt(pi))
    return c


def mp_delta(x, N):
    return hermite.hermval(x, hermite_coefficients(N)) * np.exp(-x * x)


def moment_formula(m, N):
    return (-1) ** N * comb(m - 1, N) * factorial(2 * m) / (4 ** m * factorial(m))


# ---- moments, polynomials and Fourier transform by direct quadrature ----
# The trapezoid rule is spectrally accurate for Gaussian-decaying integrands.
x = np.linspace(-14, 14, 2801)
dx = x[1] - x[0]
rng = np.random.default_rng(7)
worst_poly = 0.0
for N in range(5):
    d = mp_delta(x, N)
    assert abs(np.sum(d) * dx - 1) < 1e-11
    for m in range(1, N + 4):
        exact = moment_formula(m, N)
        assert abs(np.sum(x ** (2 * m) * d) * dx - exact) < 1e-9 * (1 + abs(exact))
    centre, width = 0.7, 0.6
    coef = rng.uniform(-1, 1, 2 * N + 2)          # degree 2N+1
    energy = centre + width * x
    integral = np.sum(np.polynomial.polynomial.polyval(energy, coef) * d) * dx
    value = np.polynomial.polynomial.polyval(centre, coef)
    worst_poly = max(worst_poly, abs(integral - value))
    # one degree higher must fail by the leading moment
    miss = np.sum(energy ** (2 * N + 2) * d) * dx - centre ** (2 * N + 2)
    lead = width ** (2 * N + 2) * moment_formula(N + 1, N)
    assert abs(miss - lead) < 1e-8 * (1 + abs(lead)) and abs(miss) > 1e-3
    for q in (0.8, 2.5, 5.0):
        y = q * q / 4
        damping = exp(-y) * sum(y ** n / factorial(n) for n in range(N + 1))
        assert abs(np.sum(d * np.cos(q * x)) * dx - damping) < 1e-10
assert worst_poly < 1e-8

# ---- uniqueness: solve the moment conditions without Hermite polynomials ----
size = 8                                          # N = 3, degree <= 7
gram = np.array([[gamma((p + r + 1) / 2) if (p + r) % 2 == 0 else 0.0
                  for r in range(size)] for p in range(size)])
solved = np.linalg.solve(gram, np.eye(size)[0])
from_hermite = np.zeros(size)
from_hermite[:7] = hermite.herm2poly(hermite_coefficients(3))
assert np.max(np.abs(solved - from_hermite)) < 1e-8

print("Largest error, random polynomials of degree 2N+1, N=0..4: %.1e" % worst_poly)
for N in range(3):
    d = mp_delta(x, N)
    print("N=%d: moments of x^2, x^4, x^6 = %.4f, %.4f, %.4f; minimum of D_N = %.4f"
          % ((N,) + tuple(np.sum(x ** p * d) * dx for p in (2, 4, 6)) + (d.min(),)))
    assert N == 0 or d.min() < -0.01

# ---- simple cubic band E = -2t(cos kx + cos ky + cos kz) ----
t, mu = 0.5, 1.8


def exact_dos(E):
    """Valid for 2t <= E < 6t: square-lattice density averaged over kz."""
    start = np.arccos((4 * t - E) / (2 * t))

    def square_lattice(k):
        p = max(((E + 2 * t * np.cos(k)) / (4 * t)) ** 2, 1e-300)
        return ellipkm1(p) / (2 * pi ** 2 * t)
    return quad(square_lattice, start, pi, epsabs=1e-13, epsrel=1e-13, limit=200)[0] / pi


def cosine_mesh(half):
    """Midpoints of (0,pi): equals a shifted full mesh of 2*half per axis."""
    c = np.cos((np.arange(half) + 0.5) * pi / half)
    return c[:, None, None], c[None, :, None], c[None, None, :]


def smeared_dos(E, level, sigma, N):
    return np.mean(mp_delta((level - E) / sigma, N)) / sigma


cx, cy, cz = cosine_mesh(80)
band = (-2 * t * (cx + cy + cz)).ravel()
ax, ay, az = cosine_mesh(64)
band_coarser = (-2 * t * (ax + ay + az)).ravel()
g_mu = exact_dos(mu)
filling = np.mean(band < mu)
print("Hopping t = %.2f eV, band width = %.2f eV, Fermi level = %.2f eV" % (t, 12 * t, mu))
print("Van Hove energies near it: %.2f eV and %.2f eV" % (2 * t, 6 * t))
print("Band filling = %.3f" % filling)
print("Reference g(mu) = %.8f per eV" % g_mu)

smooth_g = Chebyshev.interpolate(np.vectorize(exact_dos), 30, domain=[mu - 0.4, mu + 0.4])
derivative = {k: smooth_g.deriv(k)(mu) for k in (2, 4, 6, 8)}
print("g'' = %.5f per eV^3, g'''' = %.4f per eV^5" % (derivative[2], derivative[4]))

smeared = {}
for sigma in (0.1, 0.2, 0.4):
    for N in range(3):
        smeared[sigma, N] = smeared_dos(band, mu, sigma, N)
        print("sigma=%.1f eV, N=%d: g = %.8f per eV, relative error = %.2e"
              % (sigma, N, smeared[sigma, N], smeared[sigma, N] / g_mu - 1))

# Error series, first two terms; tolerance covers the omitted third term.
for N in range(3):
    terms = [(-1) ** N * comb(m - 1, N) * 0.1 ** (2 * m) * derivative[2 * m]
             / (4 ** m * factorial(m)) for m in (N + 1, N + 2)]
    actual = smeared[0.1, N] - g_mu
    print("sigma=0.1 eV, N=%d: error %.3e, leading term %.3e, two terms %.3e per eV"
          % (N, actual, terms[0], sum(terms)))
    assert abs(actual / sum(terms) - 1) < 0.05
errors = [abs(smeared[0.1, N] - g_mu) for N in range(3)]
assert errors[0] > errors[1] > errors[2]

mesh_shift = max(abs(smeared_dos(band_coarser, mu, 0.1, N) - smeared[0.1, N])
                 for N in range(3))
print("Mesh 128^3 to 160^3, sigma=0.1 eV: largest shift = %.1e per eV" % mesh_shift)
assert mesh_shift < 1e-10

# ---- cost of higher order on coarse meshes: rms over random mesh offsets ----
for n in (12, 20, 28):
    squares = np.zeros(3)
    for offset in rng.uniform(0, 1, (20, 3)):
        c = [np.cos(2 * pi * (np.arange(n) + s) / n) for s in offset]
        E = -2 * t * (c[0][:, None, None] + c[1][None, :, None] + c[2][None, None, :])
        squares += [(smeared_dos(E, mu, 0.2, N) / smeared[0.2, N] - 1) ** 2
                    for N in range(3)]
    rms = np.sqrt(squares / 20)
    print("Mesh %d^3, sigma=0.2 eV: rms mesh error N=0,1,2 = %.2e, %.2e, %.2e"
          % ((n,) + tuple(rms)))
    assert rms[0] < rms[1] < rms[2]

# ---- Fermi level on a van Hove point: error grows as sqrt(sigma) ----
g_kink = exact_dos(2 * t)
kink = [smeared_dos(band, 2 * t, s, 1) - g_kink for s in (0.05, 0.2)]
print("At %.1f eV: g = %.5f per eV; N=1 errors at sigma=0.05, 0.20 eV: %.5f, %.5f per eV"
      % (2 * t, g_kink, kink[0], kink[1]))
print("Ratio of these errors = %.3f (square-root law: %.1f)" % (kink[1] / kink[0], sqrt(4)))
assert abs(kink[1] / kink[0] - 2) < 0.3

# ---- sizes of neglected effects, at fixed filling where the band changes ----
fcc = (-4 * (12 * t / 16) * (cx * cy + cy * cz + cz * cx)).ravel()
fcc_level = np.quantile(fcc, filling)
print("fcc band, same width and filling: smeared g (N=1, 0.1 eV) = %.3f per eV"
      % smeared_dos(fcc, fcc_level, 0.1, 1))
mixing = 0.5                                     # eV, coupling to a band 3 times as wide
uncoupled = np.concatenate([band, 3 * band])
root = np.sqrt(band ** 2 + mixing ** 2)
coupled = np.concatenate([2 * band - root, 2 * band + root])
level = np.quantile(coupled, np.mean(uncoupled < mu))
print("Added band of width %.0f eV: total g = %.3f per eV; with %.1f eV mixing %.3f per eV"
      % (36 * t, 2 * smeared_dos(uncoupled, mu, 0.1, 1), mixing,
         2 * smeared_dos(coupled, level, 0.1, 1)))
print("Level shift of -0.1 / +0.1 eV changes g by %.1f %% / %.1f %%"
      % tuple(100 * (smooth_g(mu + s) / g_mu - 1) for s in (-0.1, 0.1)))
kT = constants.k * 300 / constants.e
e = np.linspace(-0.4, 0.4, 4001)
weight = 1 / (4 * kT * np.cosh(e / (2 * kT)) ** 2)
thermal = np.sum(weight * smooth_g(mu + e)) * (e[1] - e[0])
print("300 K: kT = %.5f eV, thermal average changes g by %.3f %%"
      % (kT, 100 * (thermal / g_mu - 1)))
print("OK")
```

Output:

```
Largest error, random polynomials of degree 2N+1, N=0..4: 3.0e-14
N=0: moments of x^2, x^4, x^6 = 0.5000, 0.7500, 1.8750; minimum of D_N = 0.0000
N=1: moments of x^2, x^4, x^6 = 0.0000, -0.7500, -3.7500; minimum of D_N = -0.0463
N=2: moments of x^2, x^4, x^6 = -0.0000, -0.0000, 1.8750; minimum of D_N = -0.0963
Hopping t = 0.50 eV, band width = 6.00 eV, Fermi level = 1.80 eV
Van Hove energies near it: 1.00 eV and 3.00 eV
Band filling = 0.922
Reference g(mu) = 0.11466569 per eV
g'' = 0.07157 per eV^3, g'''' = 0.4391 per eV^5
sigma=0.1 eV, N=0: g = 0.11484603 per eV, relative error = 1.57e-03
sigma=0.1 eV, N=1: g = 0.11466426 per eV, relative error = -1.25e-05
sigma=0.1 eV, N=2: g = 0.11466572 per eV, relative error = 2.75e-07
sigma=0.2 eV, N=0: g = 0.11540553 per eV, relative error = 6.45e-03
sigma=0.2 eV, N=1: g = 0.11463905 per eV, relative error = -2.32e-04
sigma=0.2 eV, N=2: g = 0.11466885 per eV, relative error = 2.75e-05
sigma=0.4 eV, N=0: g = 0.11808732 per eV, relative error = 2.98e-02
sigma=0.4 eV, N=1: g = 0.11399817 per eV, relative error = -5.82e-03
sigma=0.4 eV, N=2: g = 0.11444037 per eV, relative error = -1.97e-03
sigma=0.1 eV, N=0: error 1.803e-04, leading term 1.789e-04, two terms 1.803e-04 per eV
sigma=0.1 eV, N=1: error -1.432e-06, leading term -1.372e-06, two terms -1.429e-06 per eV
sigma=0.1 eV, N=2: error 3.148e-08, leading term 2.818e-08, two terms 3.115e-08 per eV
Mesh 128^3 to 160^3, sigma=0.1 eV: largest shift = 1.4e-17 per eV
Mesh 12^3, sigma=0.2 eV: rms mesh error N=0,1,2 = 1.31e-02, 3.93e-02, 6.81e-02
Mesh 20^3, sigma=0.2 eV: rms mesh error N=0,1,2 = 5.32e-04, 2.76e-03, 7.80e-03
Mesh 28^3, sigma=0.2 eV: rms mesh error N=0,1,2 = 2.13e-05, 1.49e-04, 5.39e-04
At 1.0 eV: g = 0.28940 per eV; N=1 errors at sigma=0.05, 0.20 eV: -0.01245, -0.02481 per eV
Ratio of these errors = 1.993 (square-root law: 2.0)
fcc band, same width and filling: smeared g (N=1, 0.1 eV) = 0.575 per eV
Added band of width 18 eV: total g = 0.210 per eV; with 0.5 eV mixing 0.205 per eV
Level shift of -0.1 / +0.1 eV changes g by 8.7 % / -8.1 %
300 K: kT = 0.02585 eV, thermal average changes g by 0.069 %
OK
```
